# Maxwell spreading resistance of a circular contact on a half-space: a numerical check

```python
"""Maxwell resistance of a disc contact on a conducting half-space.

Result under test: R = rho/(4 a), where rho is resistivity and a is contact
radius. The disc is equipotential, the remaining surface is insulating, and the
potential is zero at infinity. Dimensionless tests use rho = a = V = 1.
The example uses cm, ohm, volt and ampere internally unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import ellipe, ellipkm1


def potential(r, z, radius=1.0):
    """Closed-form potential for unit contact voltage, with r > 0."""
    return 2 / np.pi * np.imag(np.arcsinh((z + 1j * radius) / r))


# The closed form must equal the superposition of imaginary-shifted sources.
for r, z in [(0.4, 0.3), (1.3, 0.2), (0.8, 1.5)]:
    integral = quad(lambda t: np.real(1 / np.sqrt(r*r + (z + 1j*t)**2)),
                    -1, 1, epsabs=1e-10)[0] / np.pi
    assert abs(integral - potential(r, z)) < 1e-8

# Laplace's equation by finite differences.
step = 1e-3
for r, z in [(0.7, 0.4), (1.4, 0.5)]:
    centre = potential(r, z)
    right, left = potential(r + step, z), potential(r - step, z)
    down, up = potential(r, z + step), potential(r, z - step)
    laplacian = ((right + left + down + up - 4*centre) / step**2
                 + (right - left) / (2*step*r))
    assert abs(laplacian) < 1e-3

# Boundary potential and normal current, approached from inside the solid.
tiny = 1e-6
for r in [0.2, 0.6, 0.9]:
    assert abs(potential(r, tiny) - 1) < 1e-5
    flux = (potential(r, tiny) - potential(r, 2*tiny)) / tiny
    assert abs(flux - 2 / (np.pi*np.sqrt(1-r*r))) < 1e-3
for r in [1.2, 2.0]:
    assert abs(potential(r, tiny) - 2/np.pi*np.arcsin(1/r)) < 1e-5
    assert abs((potential(r, tiny) - potential(r, 2*tiny)) / tiny) < 1e-3
assert abs(potential(1e-7, 0.7) - 2/np.pi*np.arctan(1/0.7)) < 1e-7


def hemisphere_flux(theta, distance=3.0, h=1e-4):
    outer = potential((distance+h)*np.sin(theta), (distance+h)*np.cos(theta))
    inner = potential((distance-h)*np.sin(theta), (distance-h)*np.cos(theta))
    return -(outer-inner)/(2*h) * 2*np.pi*distance**2*np.sin(theta)


current_from_hemisphere = quad(hemisphere_flux, 0, np.pi/2)[0]
assert abs(current_from_hemisphere - 4) < 1e-5


def disc_kernel(r, disc_radius):
    """Integral of 1/distance over a uniform disc, observed in its plane."""
    small, large = np.minimum(r, disc_radius), np.maximum(r, disc_radius)
    m = (small/large)**2
    complement = (large-small)*(large+small)/large**2
    outside = 4*r*(ellipe(m) - complement*ellipkm1(complement))
    return np.where(r < disc_radius, 4*disc_radius*ellipe(m), outside)


# Check the ring-equation kernel by direct integration over a disc.
inside_direct = quad(lambda angle: np.sqrt(1-0.25*np.sin(angle)**2)
                     - 0.5*np.cos(angle), 0, 2*np.pi)[0]
assert abs(inside_direct - disc_kernel(0.5, 1.0)) < 1e-8
nodes, weights = np.polynomial.legendre.leggauss(40)
source_r = (nodes+1)/2
angles = 2*np.pi*np.arange(200)/200
distance = np.sqrt(1.5**2 + source_r[:, None]**2
                   - 3*source_r[:, None]*np.cos(angles))
outside_direct = np.sum(weights/2*source_r
                        * np.mean(1/distance, axis=1)*2*np.pi)
assert abs(outside_direct - disc_kernel(1.5, 1.0)) < 1e-8


def ring_solution(count, interface_ratio=0.0):
    """Solve for ring currents; interface_ratio = rho_c/(rho a)."""
    edges = np.sin(np.pi*np.arange(count+1)/(2*count))
    middle = (edges[1:]+edges[:-1])/2
    area = np.pi*np.diff(edges**2)
    discs = disc_kernel(middle[:, None], edges[None, :])
    matrix = np.diff(discs, axis=1)/(2*np.pi)
    matrix += interface_ratio*np.eye(count)
    density = np.linalg.solve(matrix, np.ones(count))
    return 1/np.dot(density, area), middle, density


coarse_resistance = ring_solution(75)[0]
ring_resistance, ring_r, ring_density = ring_solution(400)
assert abs(ring_resistance - 0.25) < 5e-4
assert abs(ring_resistance - 0.25) < abs(coarse_resistance - 0.25)
interior = ring_r < 0.9
expected_density = 2/(np.pi*np.sqrt(1-ring_r[interior]**2))
assert np.max(abs(ring_density[interior]/expected_density-1)) < 0.01
inner_current = quad(lambda r: 4*r/np.sqrt(1-r*r), 0, 0.5)[0]
inner_fraction = inner_current/current_from_hemisphere
assert abs(inner_fraction - (1-np.sqrt(1-0.5**2))) < 1e-5
uniform_resistance = quad(lambda r: disc_kernel(r, 1.0)*r/np.pi**2, 0, 1)[0]
assert abs(uniform_resistance - 8/(3*np.pi**2)) < 1e-7


def graded_widths(length, first, growth=1.06):
    count = int(np.ceil(np.log(1+(growth-1)*length/first)/np.log(growth)))
    widths = growth**np.arange(count)
    return length*widths/widths.sum()


def slab_resistance(thickness):
    """Finite-volume slab with grounded back and insulating outer wall."""
    dr = np.concatenate([graded_widths(1, 1e-3)[::-1],
                         graded_widths(5*thickness-1, 1e-3)])
    dz = graded_widths(thickness, 1e-3)
    r_faces = np.concatenate([[0], np.cumsum(dr)])
    r_centres = (r_faces[1:]+r_faces[:-1])/2
    z_centres = np.cumsum(dz)-dz/2
    area = np.pi*np.diff(r_faces**2)
    gr = 2*np.pi*r_faces[1:-1]/np.diff(r_centres)
    gz = 1/np.diff(z_centres)
    r_diag = np.r_[gr, 0] + np.r_[0, gr]
    z_diag = np.r_[gz, 0] + np.r_[0, gz]
    z_diag[-1] += 2/dz[-1]
    radial = diags([-gr, r_diag, -gr], [-1, 0, 1])
    vertical = diags([-gz, z_diag, -gz], [-1, 0, 1])
    source = np.zeros((len(dr), len(dz)))
    contact = r_centres < 1
    source[contact, 0] = area[contact]*2/dz[0]
    matrix = (kron(radial, diags(dz)) + kron(diags(area), vertical)
              + diags(source.ravel()))
    values = spsolve(matrix.tocsc(), source.ravel()).reshape(source.shape)
    return 1/np.sum(source[:, 0]*(1-values[:, 0]))


slab_numeric = slab_resistance(4.0)
slab_formula = 0.25 - np.log(2)/(2*np.pi*4.0)
# The allowance covers mesh error and omitted higher powers of a/L.
assert abs(slab_numeric/slab_formula-1) < 0.008


def spheroid_resistance(radius, depth):
    """Half-spheroid resistance divided by resistivity, radius > depth."""
    focal = np.sqrt(radius**2-depth**2)
    return np.arctan2(focal, depth)/(2*np.pi*focal)


# Verify the equipotential surface and its resistance from surface voltage.
focal_radius = np.sqrt(1.3**2-0.5**2)
polar = np.linspace(0.1, 1.4, 7)
surface = potential(1.3*np.sin(polar), 0.5*np.cos(polar), focal_radius)
assert np.ptp(surface) < 1e-10
assert abs(surface[0]/(4*focal_radius)-spheroid_resistance(1.3, 0.5)) < 1e-10
assert abs(spheroid_resistance(1, 0.99999)-1/(2*np.pi)) < 1e-5

# Rough material inputs for a silicide dot on lightly doped n-type silicon.
temperature = 300.0
electron_density = 1e15
mobility = 1350.0
radius = 50e-4
thickness = 500e-4
doped_depth = 0.2e-4
specific_contact_resistance = 1e-5
current = 1e-4
permittivity_ratio = 11.7
intrinsic_density = 1e10
mass_ratio = 0.26
thermal_conductivity = 1.5
mobility_power = 2.4
saturation_velocity = 1e7
charge = const.e
thermal_voltage = const.k*temperature/charge
resistivity = 1/(charge*electron_density*mobility)
area = np.pi*radius**2
resistance = resistivity/(4*radius)
voltage = current*resistance
mean_density = current/area
centre_density = current/(2*np.pi*radius**2)
edge_r = radius-doped_depth
edge_density = current/(2*np.pi*radius*np.sqrt(radius**2-edge_r**2))
edge_field = resistivity*edge_density
edge_velocity = mobility*edge_field

# Estimate effects left out of the ideal half-space model.
back_change = -resistivity*np.log(2)/(2*np.pi*thickness)
inscribed_change = (resistivity*spheroid_resistance(radius, doped_depth)
                    - resistance)


def enclosing_spheroid(fraction):
    return resistivity*spheroid_resistance(
        radius/np.sqrt(1-fraction), doped_depth/np.sqrt(fraction))


best = minimize_scalar(lambda x: -enclosing_spheroid(x),
                       bounds=(1e-4, 0.5), method="bounded")
enclosing_change = enclosing_spheroid(best.x)-resistance
assert enclosing_change < inscribed_change < 0
interface_ratio = specific_contact_resistance/(resistivity*radius)
added_fine = ring_solution(400, interface_ratio)[0]-ring_resistance
added_coarse = ring_solution(200, interface_ratio)[0]-ring_solution(200)[0]
assert abs(added_fine/added_coarse-1) < 0.05
assert added_fine > interface_ratio/np.pi
interface_change = added_fine*resistivity/radius
uniform_interface = specific_contact_resistance/area
permittivity = permittivity_ratio*const.epsilon_0/100
debye_length = np.sqrt(permittivity*thermal_voltage/(charge*electron_density))
depletion_width = 2*debye_length*np.sqrt(
    np.log(electron_density/intrinsic_density))
depletion_change = resistivity*depletion_width/area
mean_speed = 100*np.sqrt(8*const.k*temperature
                         / (np.pi*mass_ratio*const.m_e))
ballistic_resistance = (4*thermal_voltage
                        / (charge*electron_density*mean_speed*area))
heating = current*voltage/(4*thermal_conductivity*radius)
temperature_slope = 100*mobility_power/temperature


def show(label, value, unit):
    print(f"{label}: {value:.5g} {unit}")


show("Ring-equation R a/rho", ring_resistance, "(dimensionless)")
show("Hemisphere current rho I/(a V)", current_from_hemisphere, "(dimensionless)")
show("Uniform-current R a/rho", uniform_resistance, "(dimensionless)")
show("Axis potential at depth a / V", potential(1e-7, 1.0), "(dimensionless)")
show("Current fraction inside a/2", inner_fraction, "(dimensionless)")
show("Slab test thickness L/a", 4.0, "(dimensionless)")
show("Slab numerical R a/rho", slab_numeric, "(dimensionless)")
show("Slab formula R a/rho", slab_formula, "(dimensionless)")
show("Temperature", temperature, "K")
show("Electron density", electron_density, "cm^-3")
show("Electron mobility", mobility, "cm^2/Vs")
show("Resistivity", resistivity, "ohm cm")
show("Contact radius", radius*1e4, "um")
show("Contact area", area, "cm^2")
show("Maxwell resistance", resistance, "ohm")
show("Maxwell resistance converted", resistance/1000, "kohm")
show("Current", current*1000, "mA")
show("Contact voltage", voltage*1000, "mV")
show("Mean current density", mean_density, "A/cm^2")
show("Centre current density", centre_density, "A/cm^2")
show("Distance inward from edge", doped_depth*1e4, "um")
show("Current density there", edge_density, "A/cm^2")
show("Field there", edge_field, "V/cm")
show("Drift speed there", edge_velocity, "cm/s")
show("Rough saturation speed", saturation_velocity, "cm/s")
show("Wafer thickness", thickness*1e4, "um")
show("Grounded-back change", back_change, "ohm")
show("Grounded-back relative change", 100*back_change/resistance, "%")
show("Resistance with grounded back", resistance+back_change, "ohm")
show("n+ region depth", doped_depth*1e4, "um")
show("n+ change, inscribed spheroid", inscribed_change, "ohm")
show("n+ change, enclosing spheroid", enclosing_change, "ohm")
show("Specific contact resistance", specific_contact_resistance, "ohm cm^2")
show("rho_c/(rho a)", interface_ratio, "(dimensionless)")
show("Uniform interface resistance", uniform_interface, "ohm")
show("Computed interface change", interface_change, "ohm")
show("Relative permittivity", permittivity_ratio, "(dimensionless)")
show("Intrinsic density", intrinsic_density, "cm^-3")
show("Debye length", debye_length*1e4, "um")
show("Possible surface depletion width", depletion_width*1e4, "um")
show("Depletion-column resistance", depletion_change, "ohm")
show("Conductivity mass / electron mass", mass_ratio, "(dimensionless)")
show("Ballistic resistance scale", ballistic_resistance, "ohm")
show("Thermal conductivity", thermal_conductivity, "W/(cm K)")
show("Self-heating scale", heating, "K")
show("Mobility temperature power", mobility_power, "(dimensionless)")
show("Resistance temperature slope", temperature_slope, "%/K")
print("all tests passed")
```

Running it gives:

```
Ring-equation R a/rho: 0.25 (dimensionless)
Hemisphere current rho I/(a V): 4 (dimensionless)
Uniform-current R a/rho: 0.27019 (dimensionless)
Axis potential at depth a / V: 0.5 (dimensionless)
Current fraction inside a/2: 0.13397 (dimensionless)
Slab test thickness L/a: 4 (dimensionless)
Slab numerical R a/rho: 0.22296 (dimensionless)
Slab formula R a/rho: 0.22242 (dimensionless)
Temperature: 300 K
Electron density: 1e+15 cm^-3
Electron mobility: 1350 cm^2/Vs
Resistivity: 4.6233 ohm cm
Contact radius: 50 um
Contact area: 7.854e-05 cm^2
Maxwell resistance: 231.17 ohm
Maxwell resistance converted: 0.23117 kohm
Current: 0.1 mA
Contact voltage: 23.117 mV
Mean current density: 1.2732 A/cm^2
Centre current density: 0.63662 A/cm^2
Distance inward from edge: 0.2 um
Current density there: 7.1248 A/cm^2
Field there: 32.94 V/cm
Drift speed there: 44469 cm/s
Rough saturation speed: 1e+07 cm/s
Wafer thickness: 500 um
Grounded-back change: -10.201 ohm
Grounded-back relative change: -4.4127 %
Resistance with grounded back: 220.97 ohm
n+ region depth: 0.2 um
n+ change, inscribed spheroid: -0.58682 ohm
n+ change, enclosing spheroid: -6.3009 ohm
Specific contact resistance: 1e-05 ohm cm^2
rho_c/(rho a): 0.00043259 (dimensionless)
Uniform interface resistance: 0.12732 ohm
Computed interface change: 0.31906 ohm
Relative permittivity: 11.7 (dimensionless)
Intrinsic density: 1e+10 cm^-3
Debye length: 0.12929 um
Possible surface depletion width: 0.87737 um
Depletion-column resistance: 5.1647 ohm
Conductivity mass / electron mass: 0.26 (dimensionless)
Ballistic resistance scale: 0.38942 ohm
Thermal conductivity: 1.5 W/(cm K)
Self-heating scale: 7.7056e-05 K
Mobility temperature power: 2.4 (dimensionless)
Resistance temperature slope: 0.8 %/K
all tests passed
```
